**Real spherical harmonics and zero mean angular momentum**

The program builds the unitary matrix $U$ that turns complex harmonics $Y_{lm}$ into real ones, $S=UY$, and examines $L_k=-i\hbar A_k$ in the real basis. For $l=1,2,3$ it asserts that $U$ is unitary, that the functions $S$ are real, and that $A_k$ is real and antisymmetric. The matrices $A_k$ come from quadrature of numerically rotated functions and agree with transformed ladder-operator matrices to $1.3\times10^{-10}$, in units of $\hbar$ for $L_k$. A d shell in a low-symmetry real potential is diagonalized in the complex basis; its five nondegenerate levels have zero mean $\mathbf L$ within rounding, although $\langle L^2\rangle=6\hbar^2$. A complex combination of the degenerate xz and yz orbitals in an axial potential has $\langle L_z\rangle=0.866\,\hbar$. A field of 1 T along x induces $\langle L_x\rangle=-0.00947\,\hbar$ in the lowest level, and the program asserts agreement with the first-order formula to one part in a thousand.

## Program and output

```python
# Result under test: in the basis of real spherical harmonics S = U Y, each
# component of L = -i hbar r x grad equals -i hbar A with A real antisymmetric,
# so real orbitals, and nondegenerate levels of a real H, have zero mean L.
# Y: complex harmonics (Condon-Shortley phase), m = -l..l; U: unitary matrix.
# Matrices of L are in units of hbar; energies are in eV.
import numpy as np
from math import factorial, pi, sqrt
from numpy.polynomial import Polynomial
from scipy.constants import hbar, physical_constants

AXES = np.eye(3)
NAMES = "xyz"


def complex_harmonics(l, pts):
    """Rodrigues formula, used directly for both signs of m."""
    x, y, z = pts.T
    phi = np.arctan2(y, x)
    sin_theta = np.hypot(x, y)
    base = Polynomial([-1, 0, 1]) ** l
    rows = []
    for m in range(-l, l + 1):
        poly = base.deriv(l + m) if l + m > 0 else base
        legendre = (-1.0) ** m * sin_theta ** float(m) * poly(z)
        legendre = legendre / (2 ** l * factorial(l))
        norm = sqrt((2 * l + 1) / (4 * pi) * factorial(l - m) / factorial(l + m))
        rows.append(norm * legendre * np.exp(1j * m * phi))
    return np.array(rows)


def unitary(l):
    """Rows: real harmonics mu = -l..l; columns: complex harmonics m."""
    u = np.zeros((2 * l + 1, 2 * l + 1), complex)
    u[l, l] = 1
    for m in range(1, l + 1):
        sign = (-1) ** m
        u[l + m, l - m] = 1 / sqrt(2)
        u[l + m, l + m] = sign / sqrt(2)
        u[l - m, l - m] = 1j / sqrt(2)
        u[l - m, l + m] = -1j * sign / sqrt(2)
    return u


def ladder_matrices(l):
    """Lx, Ly, Lz in the complex basis from the ladder operators."""
    m = np.arange(-l, l + 1)
    raising = np.diag(np.sqrt(l * (l + 1) - m[:-1] * (m[:-1] + 1.0)), -1)
    lowering = raising.T
    return np.array([(raising + lowering) / 2, (raising - lowering) / 2j,
                     np.diag(m)])


def rotate(pts, axis, angle):
    return (pts * np.cos(angle) + np.cross(axis, pts) * np.sin(angle)
            + np.outer(pts @ axis, axis) * (1 - np.cos(angle)))


def rotation_derivative(func, pts, axis, h=2e-3):
    """(r x grad)_axis func, by a fourth-order difference in the angle."""
    def f(a):
        return func(rotate(pts, axis, a))
    return (8 * (f(h) - f(-h)) - (f(2 * h) - f(-2 * h))) / (12 * h)


def clean(values, digits=4):
    return "  ".join(f"{round(float(v), digits) + 0.0:8.{digits}f}" for v in values)


# Quadrature on the unit sphere
nodes, node_weights = np.polynomial.legendre.leggauss(20)
n_phi = 40
phi_grid = 2 * pi * (np.arange(n_phi) + 0.5) / n_phi
zz, pp = np.meshgrid(nodes, phi_grid, indexing="ij")
ss = np.sqrt(1 - zz ** 2)
points = np.stack([ss * np.cos(pp), ss * np.sin(pp), zz], -1).reshape(-1, 3)
weights = np.repeat(node_weights, n_phi) * 2 * pi / n_phi
X, Y, Z = points.T

# Real basis and the matrices of L for l = 1, 2, 3
A = {}
L_real = {}
worst = 0.0
for l in (1, 2, 3):
    U = unitary(l)
    size = 2 * l + 1
    Yc = complex_harmonics(l, points)
    S = U @ Yc
    assert np.allclose(U @ U.conj().T, np.eye(size), atol=1e-13)
    assert np.allclose((Yc.conj() * weights) @ Yc.T, np.eye(size), atol=1e-10)
    for m in range(-l, l + 1):
        assert np.allclose(Yc[l + m].conj(), (-1) ** m * Yc[l - m], atol=1e-10)
    assert np.abs(S.imag).max() < 1e-10

    def real_functions(p, l=l, U=U):
        return (U @ complex_harmonics(l, p)).real

    A[l] = np.array([(S.real * weights) @ rotation_derivative(
        real_functions, points, axis).T for axis in AXES])
    L_real[l] = np.array([U.conj() @ M @ U.T for M in ladder_matrices(l)])
    worst = max(worst, np.abs(L_real[l] + 1j * A[l]).max())
    for k in range(3):
        assert np.abs(L_real[l][k].real).max() < 1e-13
        assert np.allclose(L_real[l][k], -L_real[l][k].T, atol=1e-13)
        assert np.allclose(A[l][k], -A[l][k].T, atol=1e-7)
    for m in range(1, l + 1):
        assert abs(A[l][2][l + m, l - m] - m) < 1e-7
assert worst < 1e-7

# Cartesian forms of the p and d functions
p_cart = sqrt(3 / (4 * pi)) * np.array([Y, Z, X])
d_cart = sqrt(15 / (4 * pi)) * np.array(
    [X * Y, Y * Z, (3 * Z ** 2 - 1) / (2 * sqrt(3)), X * Z, (X ** 2 - Y ** 2) / 2])
assert np.allclose(unitary(1) @ complex_harmonics(1, points), p_cart, atol=1e-10)
assert np.allclose(unitary(2) @ complex_harmonics(2, points), d_cart, atol=1e-10)

# p shell in the order x, y, z: A_k,ab = Levi-Civita symbol
order = [2, 0, 1]
for k in range(3):
    for a in range(3):
        for b in range(3):
            epsilon = np.linalg.det(AXES[[k, a, b]])
            assert abs(A[1][k][order[a], order[b]] - epsilon) < 1e-7


# Zero mean for a real function that mixes many l
def mixed(p):
    return np.exp(0.5 * p[:, 0] - 0.3 * p[:, 1] + 0.7 * p[:, 1] * p[:, 2])


mixed_norm = np.sum(weights * mixed(points) ** 2)
mixed_slopes = [rotation_derivative(mixed, points, ax) for ax in AXES]
mixed_mean = [np.sum(weights * mixed(points) * s) / mixed_norm for s in mixed_slopes]
mixed_square = sum(np.sum(weights * s ** 2) for s in mixed_slopes) / mixed_norm
assert np.abs(mixed_mean).max() < 1e-8 and mixed_square > 0.1

# d shell in a low-symmetry real potential, solved in the complex basis
V0, cy, cxxyy, cxy, cyz = 1.0, 0.7, 1.0, 0.2, 0.1
V = V0 * (X ** 2 + cy * Y ** 2 + cxxyy * X ** 2 * Y ** 2 + cxy * X * Y + cyz * Y * Z)
Yd = complex_harmonics(2, points)
Ud = unitary(2)
Ld = ladder_matrices(2)


def shell_matrix(potential):
    M = (Yd.conj() * (weights * potential)) @ Yd.T
    return (M + M.conj().T) / 2


def mean(vector, operator):
    return np.vdot(vector, operator @ vector).real


H = shell_matrix(V)
assert np.abs(H.imag).max() > 1e-3   # not real in the complex basis
energy, states = np.linalg.eigh(H)
min_gap = np.diff(energy).min()
assert min_gap > 0.01
means = np.array([[mean(states[:, n], M) for M in Ld] for n in range(5)])
squares = np.array([[mean(states[:, n], M @ M) for M in Ld] for n in range(5)])
real_coeff = Ud.conj() @ states
reality = np.abs(np.sum(real_coeff ** 2, axis=0))
assert np.abs(means).max() < 1e-10
assert np.allclose(reality, 1, atol=1e-10)
ground = real_coeff[:, 0]
ground = ground * np.exp(-0.5j * np.angle(np.sum(ground ** 2)))
assert np.abs(ground.imag).max() < 1e-10
ground = ground.real * np.sign(ground.real[np.argmax(np.abs(ground.real))])

# Degenerate pair xz, yz in an axial potential
V_axial = 0.5
H_axial = shell_matrix(V_axial * Z ** 2)
axial_levels = np.linalg.eigvalsh(H_axial)
beta = np.radians(30.0)
a_part = np.cos(beta) * np.eye(5)[3]
b_part = np.sin(beta) * np.eye(5)[1]
pair_state = Ud.T @ (a_part + 1j * b_part)
pair_energy = mean(pair_state, H_axial)
assert np.allclose(H_axial @ pair_state, pair_energy * pair_state, atol=1e-10)
assert np.sum(np.abs(axial_levels - pair_energy) < 1e-9) == 2
pair_mean = np.array([mean(pair_state, M) for M in Ld])
pair_formula = np.array([2 * a_part @ A[2][k] @ b_part for k in range(3)])
assert np.allclose(pair_mean, pair_formula, atol=1e-7)
assert abs(pair_mean[2] - np.sin(2 * beta)) < 1e-10

# Magnetic field along x: the Hamiltonian is no longer real
B = 1.0
mu_B = physical_constants["Bohr magneton in eV/T"][0]
field_states = np.linalg.eigh(H + mu_B * B * Ld[0])[1]
induced = mean(field_states[:, 0], Ld[0])
couplings = np.abs(states.conj().T @ Ld[0] @ states[:, 0]) ** 2
first_order = 2 * mu_B * B * np.sum(couplings[1:] / (energy[0] - energy[1:]))
field_reality = abs(np.sum((Ud.conj() @ field_states[:, 0]) ** 2))
# the neglected terms are of relative order (mu_B B / gap)^2, below 1e-3 here
assert abs(induced / first_order - 1) < 1e-3
assert abs(induced) > 1e-4 and field_reality < 1 - 1e-7

print("U for l=1, rows y,z,x; columns m=-1,0,1 (real parts | imaginary parts)")
for label, row in zip("yzx", unitary(1)):
    print(f"  {label}: {clean(row.real)} | {clean(row.imag)}")
print("A = i L/hbar for d; rows and columns xy, yz, z2, xz, x2-y2")
for k in range(3):
    print(f" A_{NAMES[k]} (dimensionless)")
    for row in A[2][k]:
        print("  " + clean(row))
print(f"largest |L_ladder - L_quadrature|, l=1..3: {worst:.1e} hbar")
print(f"mixed-l real function: max |mean L| = {np.abs(mixed_mean).max():.1e} hbar")
print(f"mixed-l real function: mean L^2 = {mixed_square:.4f} hbar^2")
print(f"potential: V0 = {V0} eV; coefficients y2 {cy}, x2y2 {cxxyy}, xy {cxy}, yz {cyz}")
print("level: energy (eV) | mean Lx^2, Ly^2, Lz^2 (hbar^2)")
for n in range(5):
    print(f"  {n + 1}: {energy[n]:.5f} | {clean(squares[n])}")
print(f"smallest level gap: {min_gap:.5f} eV")
print(f"largest |mean L component| of the five levels: {np.abs(means).max():.1e} hbar")
print(f"largest | |sum c^2| - 1 | of the five levels: {np.abs(reality - 1).max():.1e}")
print("lowest orbital, real coefficients xy, yz, z2, xz, x2-y2:")
print("  " + clean(ground))
print(f"root of mean L^2 in d shell: {sqrt(squares[0].sum()):.4f} hbar"
      f" = {sqrt(squares[0].sum()) * hbar:.4e} J s")
print(f"axial potential {V_axial} eV * z2, levels (eV): {clean(axial_levels, 5)}")
print(f"pair xz, yz: energy {pair_energy:.5f} eV, beta = {np.degrees(beta):.0f} deg")
print(f"pair state mean Lx, Ly, Lz (hbar): {clean(pair_mean)}")
print(f"field along x: B = {B} T, mu_B B = {mu_B * B:.4e} eV")
print(f"induced mean Lx, diagonalization: {induced:.6f} hbar")
print(f"induced mean Lx, first-order formula: {first_order:.6f} hbar")
print(f"1 - |sum c^2| of lowest orbital in the field: {1 - field_reality:.3e}")
print("no test failed")
```

It prints:

```
U for l=1, rows y,z,x; columns m=-1,0,1 (real parts | imaginary parts)
  y:   0.0000    0.0000    0.0000 |   0.7071    0.0000    0.7071
  z:   0.0000    1.0000    0.0000 |   0.0000    0.0000    0.0000
  x:   0.7071    0.0000   -0.7071 |   0.0000    0.0000    0.0000
A = i L/hbar for d; rows and columns xy, yz, z2, xz, x2-y2
 A_x (dimensionless)
    0.0000    0.0000    0.0000    1.0000    0.0000
    0.0000    0.0000    1.7321    0.0000    1.0000
    0.0000   -1.7321    0.0000    0.0000    0.0000
   -1.0000    0.0000    0.0000    0.0000    0.0000
    0.0000   -1.0000    0.0000    0.0000    0.0000
 A_y (dimensionless)
    0.0000   -1.0000    0.0000    0.0000    0.0000
    1.0000    0.0000    0.0000    0.0000    0.0000
    0.0000    0.0000    0.0000    1.7321    0.0000
    0.0000    0.0000   -1.7321    0.0000    1.0000
    0.0000    0.0000    0.0000   -1.0000    0.0000
 A_z (dimensionless)
    0.0000    0.0000    0.0000    0.0000   -2.0000
    0.0000    0.0000    0.0000   -1.0000    0.0000
    0.0000    0.0000    0.0000    0.0000    0.0000
    0.0000    1.0000    0.0000    0.0000    0.0000
    2.0000    0.0000    0.0000    0.0000    0.0000
largest |L_ladder - L_quadrature|, l=1..3: 1.3e-10 hbar
mixed-l real function: max |mean L| = 2.9e-15 hbar
mixed-l real function: mean L^2 = 0.3842 hbar^2
potential: V0 = 1.0 eV; coefficients y2 0.7, x2y2 1.0, xy 0.2, yz 0.1
level: energy (eV) | mean Lx^2, Ly^2, Lz^2 (hbar^2)
  1: 0.44169 |   3.4384    2.4432    0.1184
  2: 0.48182 |   3.7468    1.2545    0.9987
  3: 0.58416 |   1.2533    3.7388    1.0079
  4: 0.78415 |   0.5597    1.5313    3.9090
  5: 0.87485 |   1.0018    1.0322    3.9660
smallest level gap: 0.04013 eV
largest |mean L component| of the five levels: 4.0e-15 hbar
largest | |sum c^2| - 1 | of the five levels: 5.6e-16
lowest orbital, real coefficients xy, yz, z2, xz, x2-y2:
    0.0744   -0.1371    0.9777    0.0212    0.1388
root of mean L^2 in d shell: 2.4495 hbar = 2.5832e-34 J s
axial potential 0.5 eV * z2, levels (eV):  0.07143   0.07143   0.21429   0.21429   0.26190
pair xz, yz: energy 0.21429 eV, beta = 30 deg
pair state mean Lx, Ly, Lz (hbar):   0.0000    0.0000    0.8660
field along x: B = 1.0 T, mu_B B = 5.7884e-05 eV
induced mean Lx, diagonalization: -0.009468 hbar
induced mean Lx, first-order formula: -0.009468 hbar
1 - |sum c^2| of lowest orbital in the field: 1.347e-05
no test failed
```
